Onset thickness for channel cracking in a matched film and substrate

**Problem**

A brittle dielectric film of thickness h covers a chip. The substrate is very thick compared with h and is assumed to have the same elastic constants as the film. Cooling has left the film with a uniform in-plane tensile stress s = 60 MPa, while the substrate is practically stress-free. The plane-strain modulus of both is E' = E/(1 − ν²) = 10 GPa, where E is Young's modulus and ν is Poisson's ratio. The film toughness, meaning the energy needed per unit area of new crack, is Γ = 3 J/m².

A channel crack cuts the film from its free surface down to the interface and runs along the film, like a cut drawn by a knife. Above what film thickness can such a crack run?

Let x be the depth below the free surface, y the direction normal to the crack plane, and z the direction in which the channel runs. The materials are linearly elastic and the interface does not debond. Some flaws are already several h long, so that the advancing front has a steady shape. The substrate is tough enough to stop the crack at x = h; how tough it must be is part of the answer. SI units are used.

**First estimate by scaling**

The stored energy density that the crack can relax is of order s²/(2E'). A cut of depth h relaxes the film over a distance of order h on each side, hence over a cross-section 2h × h. The energy released per unit length of channel is then about

[s²/(2E')] · 2h² = s²h²/E'.

The new crack area per unit length is h, so the release per unit area is about s²h/E'. Setting this equal to Γ gives

h ≈ ΓE'/s² = (3 J/m²)(10¹⁰ Pa)/(6 × 10⁷ Pa)² = 8.33 µm.

The dependence on Γ, E' and s follows from dimensions and linearity. The numerical factor rests on the guessed width of the relaxed region, and it has to be calculated.

**Exact solution**

*From three dimensions to two.* Let the front advance by dz without changing shape. The field around it is carried along, so the net change is that a slice dz of uncracked film far ahead has been replaced by a slice dz of fully cracked film far behind. Far behind the front the deformation is plane strain, with no added strain along z. If U(a) is the energy released per unit length when a plane-strain crack of depth a is made, the steady release rate per unit area is

G_ss = U(h)/h.

U depends on the end states alone, so it may be found by deepening the plane crack gradually from 0 to h. With G_e(a) = dU/da the release rate at the lower edge of a crack of depth a,

G_ss = (1/h) ∫₀^h G_e(a) da.

*Superposition.* Before cracking, the plane y = 0 carries the stress s for x < h. Cracking removes it. The change of the field is therefore that of a uniform half-plane whose crack faces carry a normal stress −s, and for a ≤ h this load covers the whole face. The misfit strain between film and substrate is the same before and after cracking, so by linearity it drops out of the change. The half-plane is uniform because the elastic constants match. By dimensions, the stress intensity factor is

K = F s √(πa),

with a pure number F to be found.

*Stress and rotation.* Let u and v be the displacements along x and y, Θ = σxx + σyy, and ω = ½(∂v/∂x − ∂u/∂y). With ν' = ν/(1 − ν), Hooke's law in plane strain reads εxx = (σxx − ν'σyy)/E', εyy = (σyy − ν'σxx)/E', εxy = (1 + ν')σxy/E'. From the definitions of the strains,

∂ω/∂y = ∂εyy/∂x − ∂εxy/∂y.

Equilibrium gives ∂σxy/∂y = −∂σxx/∂x, so the right side becomes (∂σyy/∂x + ∂σxx/∂x)/E', and

E' ∂ω/∂y = ∂Θ/∂x.

In the same way ∂ω/∂x = ∂εxy/∂x − ∂εxx/∂y, with ∂σxy/∂x = −∂σyy/∂y, gives E' ∂ω/∂x = −∂Θ/∂y. These are the Cauchy–Riemann equations, so Θ + iE'ω is an analytic function of x + iy.

*Power-law fields.* In polar coordinates take the Airy stress function φ = r^(λ+1) f(θ), with

f = A cos(λ+1)θ + B sin(λ+1)θ + C cos(λ−1)θ + D sin(λ−1)θ.

The stresses are σθθ = λ(λ+1) r^(λ−1) f and σrθ = −λ r^(λ−1) f'. Since Θ = ∇²φ and (λ+1)² − (λ−1)² = 4λ,

Θ = 4λ r^(λ−1) [C cos(λ−1)θ + D sin(λ−1)θ].

Its analytic partner is

E'ω = 4λ r^(λ−1) [C sin(λ−1)θ − D cos(λ−1)θ].

*Release rate at an edge.* Measure θ from the line ahead of the crack tip. The singular symmetric field has λ = ½ and B = D = 0. At the face θ = π, f vanishes by itself, and f' = 0 requires 3A/2 − C/2 = 0, so C = 3A. Ahead of the tip σθθ = ¾(A + C) r^(−1/2) = 3A r^(−1/2), which defines K through 3A = K/√(2π). On the face E'ω = −2C r^(−1/2) = −2K/√(2πr). The shear strain vanishes there, so ω is the slope of the face. Integrating from the tip gives v = (4K/E')√(r/2π), and the full opening is twice this.

Closing a length ε behind the tip against the stress that was there before takes the work

½ ∫₀^ε [K/√(2πr)] (8K/E') √((ε − r)/2π) dr = (2K²/πE') ∫₀^ε √((ε − r)/r) dr = K²ε/E',

since the last integral is πε/2. Hence

G_e(a) = K²/E' = πF² s²a/E'.

*Quarter-plane relation.* By symmetry the region y > 0 is enough. Put the origin at the surface, with θ = 0 along the crack line and θ = π/2 along the free surface. There is no shear at θ = 0, so f'(0) = 0, or (λ+1)B + (λ−1)D = 0. This is met by

B = (λ−1)b, D = −(λ+1)b.

Then ω = v' = dv/dx on the crack line, and E'v' = −4λD x^(λ−1) = 4λ(λ+1)b x^(λ−1).

Write p = sin(πλ/2) and q = cos(πλ/2). The free surface needs f(π/2) = 0 and f'(π/2) = 0:

p(C − A) = q(D − B) = −2λbq,

−(λ+1)(Aq + Bp) + (λ−1)(Cq + Dp) = 0.

The B and D terms of the second equation add to −2(λ²−1)bp, so

q[(λ−1)C − (λ+1)A] = 2(λ²−1)bp.

Inserting C = A − 2λbq/p from the first equation gives

A = −λ(λ−1)bq/p − (λ²−1)bp/q.

Therefore

f(0) = A + C = 2A − 2λbq/p = −2b[λ²q/p + (λ²−1)p/q] = −2b(λ² − p²)/(pq),

where p² + q² = 1 was used. Dividing σyy = λ(λ+1)f(0)x^(λ−1) by E'v' gives

σyy/(E'v') = M(λ) = [sin²(πλ/2) − λ²]/sin(πλ).

*Equation for the crack.* Choose a = 1 as the unit of length. In the change of the field, σyy = −s for x < 1 and an unknown T(x) for x > 1, while v' = 0 for x > 1. Define transforms by f̂(λ) = ∫₀^∞ f(x) x^(−λ) dx, which resolve a function into powers x^(λ−1). Each power obeys the quarter-plane relation, so

T̂(λ) − s/(1−λ) = E' M(λ) V(λ), V(λ) = ∫₀¹ v'(x) x^(−λ) dx.

V is analytic for Re λ < 1, because v' is finite at the surface. T̂ is analytic to the right of Re λ = −2: going left from the imaginary axis, the first pole of M is at λ = −2, since the numerator cancels the zeros of sin(πλ) at 0 and −1, and this corresponds to T falling as x^(−3).

*Factorization.* Write M = ½ tan(πλ/2) N(λ) with N = 1 − λ²/sin²(πλ/2). On the imaginary axis, λ = iτ,

N = 1 − τ²/sinh²(πτ/2),

which is even, positive and tends to 1. For Re λ > 0 define

ln N_R(λ) = (λ/π) ∫₀^∞ ln N(iτ)/(τ² + λ²) dτ.

When λ approaches a point of the imaginary axis from the right, this integral gives half of ln N there plus a principal-value part. That part is odd in the position of the point, so it cancels in ln N_R(λ) + ln N_R(−λ), each continued to the axis from its own side. Thus N = N_R(λ)N_R(−λ).

Let g(z) be Euler's gamma function. From sin πz = π/[g(z)g(1−z)], cos πz = π/[g(½+z)g(½−z)] and g(1+z) = z g(z), with z = λ/2,

M = (λ/4) H(λ) H(−λ), H(λ) = N_R(λ) g(½+λ/2)/g(1+λ/2).

H(λ) is analytic and nonzero on the right, H(−λ) on the left, and H(λ) → √(2/λ) for large λ.

*Solution.* Divide the crack equation by H(λ), and separate the pole at λ = 1:

T̂/H(λ) − [s/(1−λ)][1/H(λ) − 1/H(1)] = (E'λ/4)H(−λ)V(λ) + s/[(1−λ)H(1)].

The left side is analytic on the right, where the bracket cancels the pole. The right side is analytic on the left. They agree on the imaginary axis, so together they form one function J analytic everywhere. The square-root singularities at the tip make T̂ and V fall as λ^(−1/2), so J stays bounded and is a constant by Liouville's theorem. At λ = 0 the term with V vanishes, and J = s/H(1).

For large λ the left side gives T̂ → J√(2/λ). The tip stress K/√(2π(x−1)) has the transform K/√(2λ) in this limit. Hence K = 2J = 2s/H(1). Since g(1) = 1 and g(3/2) = √π/2, H(1) = 2N_R(1)/√π and K = s√π/N_R(1). With a = 1 this means F = 1/N_R(1):

F = exp{ −(1/π) ∫₀^∞ ln[1 − τ²/sinh²(πτ/2)]/(1 + τ²) dτ } = 1.1215.

*Threshold.* The average over depth is now elementary:

G_ss = (1/h) ∫₀^h πF²s²a/E' da = Z s²h/E', Z = πF²/2 = 1.976.

The channel can run when G_ss ≥ Γ, so the onset thickness is

h_c = ΓE'/(Zs²) = 8.333 µm/1.976 = 4.22 µm.

**Channel cracking begins near 4.2 µm.** At h = 4 µm the release rate is 2.85 J/m², short of the 3 J/m² needed; at 5 µm it is 3.56 J/m².

Two separate calculations support the coefficient. A direct solution of the edge-crack integral equation gives Z = 1.9758 from the crack opening, in agreement with the formula. A finite-element model with initial stress in the film alone, which does not presuppose the superposition step, gives 1.978, about 0.1 percent above the formula. It gives the same figure for a second Poisson's ratio.

**Comparison of the two**

The estimate has the right dependence on every parameter, but its thickness is too large by the factor Z, almost two. The reason can be read from the energy. Write the exact release per unit length as the energy density s²/(2E') times a relaxed area of depth h and width w:

Z s²h²/E' = [s²/(2E')] h w, so w = 2Zh = 3.95h.

The equivalent relaxed width is thus nearly 2h on each side, where the estimate assumed h. The substrate, stress-free at first, is strained by the cut and takes up part of the energy that the film loses. The width w therefore measures the net release and is not the edge of a visible zone.

Both results vary as 1/s², which makes the stress the most sensitive input. A stress of 54 MPa raises h_c to 5.21 µm, and 66 MPa lowers it to 3.49 µm. An uncertainty of 10 percent in stress therefore matters far more than the third digit of Z.

**A long scratch: deepening without channeling**

The edge rate and the channel rate answer different questions. A long scratch of depth a < h deepens when G_e(a) = 2Zs²a/E' reaches Γ, that is, when

a = ΓE'/(2Zs²) = 2.11 µm,

whatever the film thickness. In a film 3 µm thick, a long scratch deeper than 2.11 µm can therefore cut down to the interface. Its ends still cannot run along the film, because G_ss is only 2.13 J/m². The channel front gains the average of G_e over the depth, which is half its value at the bottom, since G_e grows linearly from zero.

A channel that cuts only to a depth a < h has the driving force U(a)/a = Zs²a/E', which is smaller than at full depth. Partial cuts therefore do not lower the threshold.

**What the substrate must withstand**

At full depth the lower edge carries G_e(h) = 2G_ss. At the onset this is 2Γ = 6 J/m². To hold the crack at the interface, the substrate must have at least this toughness, and more for thicker films, in proportion to h. Below the interface the newly cut material carried no initial stress. Only the further relaxation of the film drives the edge, and the edge force falls. In the finite-element model its mean value is about 2.9 s²h/E' between depths h and 1.1h, and 1.65 s²h/E' between 1.3h and 1.5h, against 2Z = 3.95 at the interface.

Suppose instead that the substrate is as brittle as the film. A channel of depth a > h must then pay Γa per unit length, and its driving force is U(a)/a. The finite-element values, in units of s²h/E', are 1.978 at a = h, 2.062 at 1.1h, 2.078 at 1.2h, 2.067 at 1.3h and 2.012 at 1.5h. They carry the mesh error of the model and are high by 0.002 to 0.003, as the value at a = h shows against Z = 1.976. The best channel dips into the substrate by about a fifth of the film thickness. At the maximum of U/a the derivative vanishes, so dU/da = U/a: the edge force equals the channel force, and at onset the bottom edge is just in balance with Γ. The onset thickness becomes

h ≈ 8.333 µm/2.08 ≈ 4.0 µm,

about 5 percent below the value for a tough substrate. For a substrate at least as tough as the film, the answer is thus not very sensitive to whether the crack stops at the interface, although the depth of the cut is. A substrate of toughness Γs below Γ is a different case. The cost per unit length is then Γh + Γs(a − h) while U(a) keeps growing with depth, so the best channel cuts deeper and the onset thickness can fall far more than 5 percent.

**Where the result fails**

The toughness Γ must be the value for the environment of use. In moist air, cracks in silica-based films can grow slowly at a release rate below the dry toughness, so a film somewhat thinner than h_c is not always safe.

The threshold also presumes long flaws. For a flaw of length L much smaller than h, L replaces h in the scaling estimate, and the release rate is of order s²L/E'. Such a flaw may stay at rest in a film thicker than h_c, so a film above 4.2 µm can survive if it is clean enough. Debonding along the interface would let the crack open further and change U.

A substrate of different stiffness would change Z. A stiffer one restrains the opening of the crack, which lowers Z and raises the onset thickness. This matters on a real chip, because silicon is more than ten times stiffer than the film considered here. The value 4.2 µm therefore applies to a film on a layer of similar stiffness that is many times thicker than the film and itself nearly stress-free. A film directly on silicon can be markedly thicker before channels run. The toughness of 2Γ asked of the substrate likewise holds only for equal stiffness.

With debonding or a stiffness mismatch, the form ΓE'/s² for the length scale remains useful, but the factor 1.976 no longer applies.

The numerical output below lists the values used here.

Values computed for the example and the checks

```
film stress: 60 MPa
plane-strain modulus: 10 GPa
film toughness: 3.0 J/m^2
largest multiplier error: 1.9e-11 (dimensionless)
edge factor F, closed integral: 1.12152 (dimensionless)
edge factor F, integral equation: 1.12152 (dimensionless)
edge coefficient pi F^2: 3.9515 (dimensionless)
channel coefficient Z, formula: 1.9758 (dimensionless)
channel coefficient Z, opening: 1.9758 (dimensionless)
channel coefficient Z, elements: 1.978 (dimensionless)
same, other Poisson ratio: 1.978 (dimensionless)
half-depth energy, elements: 0.4947 s^2 h^2/E'
half-depth energy, formula Z/4: 0.4939 s^2 h^2/E'
length Gamma E'/s^2: 8.333 um
critical thickness h_c: 4.218 um
G_ss at h = 2 um: 1.423 J/m^2
G_ss at h = 3 um: 2.134 J/m^2
G_ss at h = 4 um: 2.845 J/m^2
G_ss at h = 5 um: 3.556 J/m^2
G_ss at h = 6 um: 4.268 J/m^2
edge release rate at h_c: 6.000 J/m^2
thickness if 2Z is misused: 2.109 um
h_c at stress 54 MPa: 5.207 um
h_c at stress 66 MPa: 3.486 um
mean edge force, depth 1.0h to 1.1h: 2.90 s^2 h/E'
mean edge force, depth 1.3h to 1.5h: 1.65 s^2 h/E'
channel force at depth 1.0h: 1.978 s^2 h/E'
channel force at depth 1.1h: 2.062 s^2 h/E'
channel force at depth 1.2h: 2.078 s^2 h/E'
channel force at depth 1.3h: 2.067 s^2 h/E'
channel force at depth 1.5h: 2.012 s^2 h/E'
best sampled depth, equal toughness: 1.2 h
threshold, equally brittle substrate: 4.01 um
```
